# Exponential Screening of Charges in a Polarizable Monolayer Between Grounded Gates

Take two electrons 10 nm apart in a monolayer that lies 3 nm from a metal gate on either side. If the gates are left out and only the dielectrics are kept, their repulsion comes out as 0.029 eV. With the gates it is 0.0029 eV. At 20 nm the first answer is too large by a factor of almost 200. No constant effective permittivity repairs this, because the two interactions differ in form: one falls as \(1/r\), the other exponentially.

## The problem and its scaled form

A sheet of in-plane polarizability \(\alpha\) lies at \(z=0\). The spacer around it has permittivity \(\epsilon_\parallel\) in the plane and \(\epsilon_\perp\) along \(z\). Ideal metal planes at \(z=\pm d\) are held at zero potential. The response is linear, static and local, and the sheet has no free carriers. The algebra is in atomic units with Gaussian electrostatics.

A unit charge sits at the origin. The sheet acquires the dipole density \(\mathbf P=-\alpha\nabla_\parallel\phi\) per area, hence the charge density \(-\nabla_\parallel\cdot\mathbf P=\alpha\nabla_\parallel^2\phi\). Putting this charge on the left of Poisson's equation gives

\[
-\left[(\epsilon_\parallel+4\pi\alpha\,\delta(z))\nabla_\parallel^2+\epsilon_\perp\partial_z^2\right]\phi=4\pi\,\delta(\mathbf r)\delta(z).
\]

Let \(\zeta=sz\) with \(s=\sqrt{\epsilon_\parallel/\epsilon_\perp}\). Then \(\epsilon_\perp\partial_z^2=\epsilon_\parallel\partial_\zeta^2\) and \(\delta(z)=s\,\delta(\zeta)\). Divide by \(\epsilon_\parallel\), note that \(s/\epsilon_\parallel=1/\sqrt{\epsilon_\parallel\epsilon_\perp}\), and define

\[
\kappa=\sqrt{\epsilon_\parallel\epsilon_\perp},\qquad h=sd,\qquad r_0=\frac{2\pi\alpha}{\kappa}.
\]

The problem becomes

\[
-\left[w(\zeta)\nabla_\parallel^2+\partial_\zeta^2\right]\phi=\frac{4\pi}{\kappa}\delta(\mathbf r)\delta(\zeta),\quad w=1+2r_0\delta(\zeta),\quad \phi(\pm h)=0. \tag{1}
\]

The mutual energy of two unit charges in the sheet is \(V(r)=\phi(r,0)\). Self-energies do not depend on \(r\) and are left out. I take \(r_0\ge0\). The result is, for every \(r>0\),

\[
V(r)=\frac1\kappa\sum_{n=1}^\infty R_nK_0(k_nr),\quad R_n=\frac{2}{h+r_0+hr_0^2k_n^2},\quad \cot(k_nh)=r_0k_n, \tag{2}
\]

where \(K_0\) is the modified Bessel function.

## First derivation: poles of the Fourier transform

**The transform.** For an in-plane wavevector of length \(q\), equation (1) reads \([q^2w-\partial_\zeta^2]\phi_q=(4\pi/\kappa)\delta(\zeta)\). Away from the sheet the even solution that vanishes at the gates is

\[
\phi_q(\zeta)=\Phi(q)\,\frac{\sinh q(h-|\zeta|)}{\sinh qh}.
\]

Its slope is \(-q\Phi\coth qh\) just above the sheet and the opposite just below, so the slope jumps by \(-2q\Phi\coth qh\). Integrating the equation across \(\zeta=0\) gives \(2q\Phi\coth qh+2r_0q^2\Phi=4\pi/\kappa\), or

\[
\Phi(q)=\frac{2\pi}{\kappa D(q)},\qquad D(q)=q\coth qh+r_0q^2.
\]

The angular part of the inverse transform yields \(2\pi J_0(qr)\), and therefore

\[
V(r)=\frac1\kappa\int_0^\infty\frac{qJ_0(qr)}{D(q)}\,dq. \tag{3}
\]

Without gates \(\coth qh\to1\). With \(q=x/r\) the integral is then \((\kappa r)^{-1}\int_0^\infty J_0(x)/(1+r_0x/r)\,dx\), which tends to \(1/(\kappa r)\) for \(r\gg r_0\). With gates, \(D\) is even in \(q\) and \(D(0)=1/h\), so the singularity at \(q=0\) that produced the power law is gone.

**The zeros of \(D\).** Suppose \(D(q)=0\) for some complex \(q\). The profile \(u=\sinh q(h-|\zeta|)/\sinh qh\) then satisfies \(u''=q^2wu\) with no source. Multiply by \(u^*\), integrate over the gap, and integrate the left side by parts:

\[
-\int_{-h}^{h}|u'|^2d\zeta=q^2\left(\int_{-h}^{h}|u|^2d\zeta+2r_0|u(0)|^2\right).
\]

Hence \(q^2\) is real and negative, and \(q=ik\). Since \(\coth(ix)=-i\cot x\),

\[
D(ik)=k\cot kh-r_0k^2,
\]

which vanishes when \(\cot kh=r_0k\). In each interval \((n-1)\pi/h<k<n\pi/h\) the cotangent falls from \(+\infty\) to \(-\infty\) while \(r_0k\) does not fall, so there is one root \(k_n\). The cotangent is not negative there, so \(k_n\le(n-\tfrac12)\pi/h\), with equality for \(r_0=0\).

**The residues.** Regard \(D\) as a function of \(q^2=-k^2\), so that \(d/d(q^2)=-(2k)^{-1}d/dk\). At a root, \(1/\sin^2k_nh=1+r_0^2k_n^2\), and

\[
\frac{dD}{dk}=\cot kh-\frac{kh}{\sin^2kh}-2r_0k=-k_n\left[r_0+h(1+r_0^2k_n^2)\right].
\]

Thus \(dD/d(q^2)=\tfrac12[h+r_0+hr_0^2k_n^2]\). The poles of \(1/D\) are simple, with residue \(R_n\) in the variable \(q^2\).

On the circles \(|q|=(N-\tfrac12)\pi/h\), \(\coth qh\) is bounded independently of \(N\). For \(r_0>0\) the term \(r_0q^2\) therefore dominates and \(1/D\to0\). For \(r_0=0\) the circles \(|q|=N\pi/h\) serve, since \(\tanh qh\) is bounded there and \(1/D=\tanh(qh)/q\). Cauchy's formula on these growing circles leaves the sum over poles:

\[
\frac1{D(q)}=\sum_n\frac{R_n}{q^2+k_n^2}. \tag{4}
\]

**Back to real space.** For \(r_0=0\) the integrand of (3) falls only as \(q^{-1/2}\), so the integral converges only through oscillation and the sum may not be exchanged with it at once. For \(r_0>0\) it converges absolutely. The following step covers both cases. Since \(qJ_0(qr)=\frac{d}{dq}[qJ_1(qr)/r]\), and the boundary terms vanish,

\[
V=-\frac1{\kappa r}\int_0^\infty qJ_1(qr)\frac{d}{dq}\frac1D\,dq
=\frac1{\kappa r}\int_0^\infty qJ_1(qr)\sum_n\frac{2qR_n}{(q^2+k_n^2)^2}\,dq.
\]

Because \(|J_1(x)|\) is bounded by a constant over \(\sqrt x\), the \(n\)th term is at most of order \(R_nk_n^{-3/2}\). With \(R_n\le2/h\) and \(k_n\) growing as \(n\), the sum converges absolutely and the exchange is allowed. Undoing the integration by parts in each term leaves \(\int_0^\infty qJ_0(qr)/(q^2+k_n^2)\,dq=K_0(k_nr)\), because \(K_0(kr)\) is the decaying solution of \((-\nabla_\parallel^2+k^2)K_0=2\pi\delta(\mathbf r)\). This is (2).

## Second derivation: standing waves between the gates

This route never transforms in the plane. It expands the potential across the gap in the solutions of

\[
-u_n''=k_n^2\,w\,u_n,\qquad u_n(\pm h)=0.
\]

Odd solutions vanish at the sheet, where the source sits, and are not excited. The even ones are \(u_n=\sin k_n(h-|\zeta|)\). Integrating across the sheet gives \(2k_n\cos k_nh=2r_0k_n^2\sin k_nh\), the same condition as before.

Two different modes are orthogonal with weight \(w\). To see this, multiply each mode equation by the other mode, subtract and integrate. The derivative terms cancel by parts, leaving \((k_n^2-k_m^2)\int wu_nu_m\,d\zeta=0\). The norm is

\[
N_n=\int_{-h}^{h}wu_n^2\,d\zeta=h-\frac{\sin k_nh\cos k_nh}{k_n}+2r_0\sin^2k_nh=h+r_0\sin^2k_nh,
\]

where the last step uses \(\cos k_nh=r_0k_n\sin k_nh\).

Now multiply (1) by \(u_n\) and integrate over \(\zeta\). Two integrations by parts turn \(-\int u_n\partial_\zeta^2\phi\,d\zeta\) into \(k_n^2\int wu_n\phi\,d\zeta\). The amplitude \(a_n(\mathbf r)=\int wu_n\phi\,d\zeta\) therefore obeys a two-dimensional screened equation:

\[
(-\nabla_\parallel^2+k_n^2)\,a_n=\frac{4\pi}\kappa u_n(0)\delta(\mathbf r),\qquad a_n=\frac2\kappa u_n(0)K_0(k_nr).
\]

The modes are complete in the space with weight \(w\): the inverse of the mode operator is compact, symmetric in that weight, and sends no nonzero function to zero. Hence \(\phi=\sum_na_nu_n/N_n\), and at the sheet

\[
V(r)=\frac2\kappa\sum_n\frac{u_n(0)^2}{N_n}K_0(k_nr),\qquad
\frac{u_n(0)^2}{N_n}=\frac1{h/\sin^2k_nh+r_0}=\frac{R_n}2.
\]

This is (2) again. Physically, each standing wave has to bend across the gap to vanish at both gates. A potential that bends across the gap must curve the other way in the plane, and so it decays there.

## The tail and its decay length

For large argument \(K_0(x)\simeq\sqrt{\pi/2x}\,e^{-x}(1-1/8x)\), so the first mode gives

\[
V(r)\simeq\frac{R_1}\kappa\sqrt{\frac{\pi}{2k_1r}}\;e^{-k_1r}. \tag{5}
\]

The other modes must be shown to be smaller. Use \(R_n\le2/(h+r_0)\), \(k_n\ge(n-1)\pi/h\) and \(K_0(x)\le\sqrt{\pi/2x}\,e^{-x}\). The last follows from \(K_0(x)=\int_0^\infty e^{-x\cosh t}dt\) and \(\cosh t\ge1+t^2/2\). Summing the geometric series gives

\[
0<V-\frac{R_1}\kappa K_0(k_1r)\le\frac{2}{\kappa(h+r_0)}\sqrt{\frac h{2r}}\;\frac{e^{-\pi r/h}}{1-e^{-\pi r/h}}.
\]

Since \(k_1\le\pi/2h\), this remainder falls at least twice as fast in the exponent as the first mode.

For \(r_0>0\) the root can be bracketed. From \(k_1h=\pi/2-\arctan(r_0k_1)\) and \(\arctan x<x\) follows a lower bound. From \(\cot x<1/x-x/3\), which holds for \(0<x<\pi\), follows \(k_1^2h(r_0+h/3)<1\). Together,

\[
\frac{\pi}{2(h+r_0)}<k_1<\min\left\{\frac\pi{2h},\frac1{\sqrt{h(r_0+h/3)}}\right\}.
\]

**Weak sheet, \(r_0\ll h\).** The lower bound becomes the value, and the decay length is \(2(h+r_0)/\pi\). At \(r_0=0\) the same potential can be built from image charges of alternating sign at \(\zeta=2mh\):

\[
\frac2{\kappa h}\sum_{n}K_0\!\left(\frac{(n-\frac12)\pi r}h\right)=\frac1\kappa\sum_{m=-\infty}^{\infty}\frac{(-1)^m}{\sqrt{r^2+(2mh)^2}}.
\]

Each image contributes a power law; the exponential is what their cancellation leaves. For \(h=4.243\) nm the two sums agree to better than one part in \(10^7\) at 1, 4 and 10 nm.

**Strong sheet, \(r_0\gg h\).** Now \(k_1h\) is small and \(k_1\simeq1/\sqrt{r_0h}\). Then \(hr_0^2k_1^2\simeq r_0\) and \(R_1\simeq1/r_0\), so that for \(h\ll r\ll r_0\sqrt{r_0/h}\)

\[
V(r)\simeq\frac1{\kappa r_0}K_0\!\left(\frac r{\sqrt{r_0h}}\right).
\]

At still larger \(r\) the small error in \(k_1\) builds up in the exponent, and (5) with the exact root must be used. The sheet carries field lines sideways while they leak to the gates, and the decay length is the geometric mean of \(r_0\) and \(h\).

At fixed \(h\) and \(\kappa\), a polarizable sheet lowers \(k_1\) and so strengthens the interaction at large distance. At short distance it weakens it: for large \(q\), \(1/D\simeq1/(r_0q^2)\) instead of \(1/q\), which turns the \(1/r\) divergence into a logarithm.

## Numbers for a gated monolayer

The parameters are rough values in the regime of monolayer MoS2 in hexagonal boron nitride between graphite gates: \(d=3\) nm, \(\epsilon_\parallel=7\), \(\epsilon_\perp=3.5\), and a layer 0.6 nm thick with in-plane permittivity 15. The layer displaces spacer material, so only its excess counts: \(2\pi\alpha=0.6\times(15-7)/2=2.4\) nm. Then

\[
\kappa=\sqrt{24.5}=4.95,\quad h=3\sqrt2=4.24\ \text{nm},\quad r_0=2.4/4.95=0.485\ \text{nm}.
\]

The first root is \(k_1=0.333\) nm\(^{-1}\), a decay length of 3.01 nm (30.1 angstrom), against 2.70 nm without the sheet. The lower bound, 0.332 nm\(^{-1}\), is already close.

Energies in eV follow on multiplying by \(e^2/4\pi\epsilon_0=1.440\) eV nm. With \(R_1=0.413\) nm\(^{-1}\) the prefactor is \(1.440\times0.413/4.95=0.120\) eV. At 10 nm, \(k_1r=3.33\), and (5) gives \(0.120\times0.687\times0.0359=0.0030\) eV, about 3% above the full 0.00288 eV.

| \(r\) (nm) | full \(V\) (eV) | first mode (eV) | no gates (eV) |
|---|---|---|---|
| 1 | 0.215 | 0.154 | 0.258 |
| 3 | 0.0546 | 0.0508 | 0.0948 |
| 10 | 0.00288 | 0.00287 | 0.0290 |
| 20 | 0.0000742 | 0.0000742 | 0.0145 |

The full values come from direct integration of (3), which knows nothing of the modes. Between 18 and 22 nm they give a decay rate of 0.3317 nm\(^{-1}\) once the factor \(r^{-1/2}\) is removed. The difference from \(k_1=0.3326\) nm\(^{-1}\), 0.0008 nm\(^{-1}\) before rounding, comes from the corrections to (5): the factor \(1-1/(8k_1r)\) has slope \(1/(8k_1r^2)=0.0009\) nm\(^{-1}\) at 20 nm, and the next term of the expansion takes off about 0.0001 nm\(^{-1}\). Adding the sheet at fixed spacer and gates multiplies \(V\) by 0.88 at 1 nm and by 1.96 at 20 nm.

Of the neglected effects estimated here, free carriers can change \(k_1\) most. For a dilute, nondegenerate density \(n\), linear response in the long-wavelength limit adds \(2\pi n/(\kappa k_BT)\) to \(D\). At 300 K about \(8\times10^{10}\) cm\(^{-2}\) raises \(k_1\) by 10%, and \(10^{12}\) cm\(^{-2}\), a density that a switched-on channel readily reaches, raises it to 0.56 nm\(^{-1}\). Both densities are below the degeneracy scale of \(1.1\times10^{13}\) cm\(^{-2}\), but their carriers are some 35 and 10 nm apart, farther than the decay length, so a smooth screening charge is a crude picture. In addition, \(V\) exceeds \(k_BT\) within 4.5 nm of the charge, where the carriers do not respond linearly, and the thermal wavelength of about 6 nm (for a mass of \(0.5\,m_e\)) makes the response depend on \(q\), which moves 0.56 to about 0.57 nm\(^{-1}\). Both numbers are estimates. Next come the gates: if the field enters them by a rough 0.3 nm, counted as extra spacer, \(k_1\) falls by 8% and \(V\) at 10 nm rises by 26%. This describes a gate much thicker than its screening length. A gate so thin that it acts as a single sheet of finite screening lets field leak to its far side; \(D\) then regains a term in \(|q|\), and a weak \(1/r^3\) tail remains. For the same 0.3 nm, with spacer material beyond the gate, this tail is minor at 20 nm, comparable with the exponential near 30 nm and dominant beyond 40 nm. For charges that move too fast for the lattice to follow, rough permittivities of 5 and 3 raise \(V\) at 10 nm by 17%. The finite layer thickness (with a rough out-of-plane permittivity of 6 for the layer) and an off-centre shift of 0.33 nm each change \(k_1\) by about 0.3%, though the thickness lowers \(V\) itself by roughly 4 to 10% between 1 and 20 nm. The field of one charge is 0.35 MV/cm at the gate, far below a rough breakdown field of 10 MV/cm, but directly above the charge it rises to about 1.3 MV/cm at 1 nm and 9 MV/cm at the layer surface, so linear response is least safe within a few angstrom of the charge. A rough estimate for tunnelling to the gate through a 2 eV barrier with a mass of \(0.5\,m_e\) gives 0.05 s for a width of 3 nm and 0.002 s for the 2.7 nm of spacer beside the layer, a time that shifts by orders of magnitude with the assumed mass and barrier. For thicker spacers the decay length grows nearly in proportion to \(d\).

## What each derivation assumes

Both need linear static response, a sheet uniform in the plane, and gates that hold a fixed potential. They differ in what else they lean on.

The Fourier route needs the sheet's response only as a function of \(q\). A nonlocal polarizability \(\alpha(q)\) can replace \(\alpha\) in \(D\) directly, and (3) survives. The exponential tail then requires more: \(\alpha(q)q^2\) must be an even function of \(q\), analytic in a strip around the real axis, and \(D\) must have no real zero. In the example \((k_1a)^2=0.011\) for a lattice spacing \(a=0.32\) nm, which suggests that a nonlocality of this analytic kind changes \(k_1\) little. The price of this route is the control of \(1/D\) on large circles and, at \(r_0=0\), of an integral that converges only through oscillation.

The mode route needs a local response, because \(w(\zeta)\) must act as a weight, and it needs completeness. In return it gives the potential throughout the gap, and it carries over to layers of finite thickness, where the permittivities vary with \(z\).

Both fail for \(r_0<0\), a sheet less polarizable than the material it displaces. The weight is then no longer positive, and \(D\), which starts at \(1/h\) and tends to \(-\infty\), vanishes at a real \(q\). At that \(q\) the zero-thickness description has broken down, and the layer must be given its thickness. Both also show why the gates are essential: as \(h\to\infty\) the spacing of the \(k_n\) closes, the lowest one goes to zero, and the sum of exponentials becomes the ungated interaction, which tends to \(1/(\kappa r)\) for \(r\gg r_0\). The numerical output below lists the program's results.

## Computed values

```
Coulomb constant e^2/(4 pi eps0) = 1.43996 eV nm
gate distance d = 3.0 nm
spacer permittivities par, perp = 7.0, 3.5
layer thickness = 0.6 nm
layer permittivities par, perp = 15.0, 6.0
kappa = 4.9497
h = 4.2426 nm
r0 = 0.4849 nm
k1, k2, k3 = 0.3326, 1.0039, 1.6894 1/nm
decay length 1/k1 = 3.007 nm = 30.07 angstrom
decay length without sheet = 2.701 nm
lower bound on k1 = 0.3323 1/nm
upper bound pi/(2h) = 0.3702 1/nm
upper bound, square root = 0.3523 1/nm
residue R1 = 0.4134 1/nm
zeros counted in circle = 12, expected 12
r (nm): V gated, first mode, V ungated (eV)
  1.0: 2.1502e-01, 1.5378e-01, 2.5762e-01
  2.0: 9.7496e-02, 8.4009e-02, 1.3919e-01
  3.0: 5.4567e-02, 5.0804e-02, 9.4837e-02
  5.0: 2.1239e-02, 2.0865e-02, 5.7675e-02
 10.0: 2.8764e-03, 2.8747e-03, 2.9025e-02
 15.0: 4.4962e-04, 4.4961e-04, 1.9374e-02
 20.0: 7.4229e-05, 7.4228e-05, 1.4537e-02
V / leading tail at 20 nm = 0.9826
decay rate from quadrature, 18-22 nm = 0.3317 1/nm
V with sheet / without, at 1 nm = 0.882
V with sheet / without, at 20 nm = 1.963
k1, finite layer thickness = 0.3336 1/nm
gate penetration assumed = 0.30 nm
k1 with gate penetration = 0.3051 1/nm
change of V(10 nm) by penetration = 26.2 %
off-centre shift assumed = 0.33 nm
k1, off-centre layer = 0.3334 1/nm
fast permittivities par, perp = 5.0, 3.0
k1, fast permittivities = 0.3392 1/nm
change of V(10 nm), fast = 16.6 %
temperature = 300 K, kT = 0.02585 eV
carrier density raising k1 by 10 % = 8.21e+10 cm^-2
k1 at 1e+12 cm^-2 = 0.5557 1/nm
mass = 0.5 m_e, valley-spin factor = 4
degeneracy density at 300 K = 1.08e+13 cm^-2
lattice spacing a = 0.32 nm
nonlocality measure (k1 a)^2 = 0.0113
tunnel barrier = 2.0 eV
tunnel transparency = 4.5e-14
tunnel lifetime, rough = 4.6e-02 s
field of one charge at gate = 0.347 MV/cm
```
